# The Dirac-Coulomb spectrum and binding energies without cancellation: a program that tests the result

```python
# Result under test (Hartree atomic units, fixed point nucleus of charge Z):
#   E = c^2 (n_r + gamma)/N,  N = sqrt(n^2 - 2 n_r (|kappa| - gamma)),
#   radial decay constant Z/N, and the cancellation-free binding energy
#   B = c^2 - E = Z^2 / (N (N + n_r + gamma)).
# Symbols: kappa = Dirac angular quantum number, n_r = radial quantum number,
#   n = n_r + |kappa|, gamma = sqrt(kappa^2 - (Z/c)^2), c = speed of light,
#   P, Q = large and small radial functions (each multiplied by r).
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

mp.mp.dps = 40
c = 1.0 / constants.fine_structure
hartree_in_kev = constants.physical_constants["Hartree energy in eV"][0] / 1000
Z_gold = 79


def level(Z, n_r, kappa, light=c, sqrt=math.sqrt):
    """Return gamma, N and the binding energy from the derived formulas."""
    k = abs(kappa)
    gamma = sqrt((k * light - Z) * (k * light + Z)) / light
    N = sqrt((n_r + k) ** 2 - 2 * n_r * (k - gamma))
    return gamma, N, Z * Z / (N * (N + n_r + gamma))


def relativistic_shift(Z, n_r, kappa):
    """B - Z^2/(2 n^2) written without subtracting nearly equal numbers."""
    k = abs(kappa)
    n = n_r + k
    gamma, N, _ = level(Z, n_r, kappa)
    delta = (Z / c) ** 2 / (k + gamma)
    n_minus_N = 2 * n_r * delta / (n + N)
    top = Z * Z * (n_minus_N * (2 * n + N) + N * delta)
    return top / (2 * n * n * N * (N + n_r + gamma))


# ---- Direct numerical solution of the radial Dirac equations ----
def integrate(radii, kappa, binding):
    """Integrate in log(r) from radii[0]; the start vector is arbitrary,
    because the wanted solution dominates in the direction of travel."""
    B = np.atleast_1d(np.asarray(binding, dtype=float))

    def rhs(t, y):
        r = math.exp(t)
        P, Q = y.reshape(2, -1)
        dP = -kappa * P + (r * (2 * c * c - B) + Z_gold) / c * Q
        dQ = kappa * Q - (Z_gold - r * B) / c * P
        return np.concatenate([dP, dQ])

    t = np.log(np.array(radii, dtype=float))
    start = np.concatenate([np.ones_like(B), np.zeros_like(B)])
    sol = solve_ivp(rhs, (t[0], t[-1]), start, method="DOP853",
                    rtol=1e-11, atol=1e-13, t_eval=t[1:])
    assert sol.success
    return sol.y.reshape(2, len(B), -1)


def mismatch(kappa, binding, r_match=0.05):
    """Normalized Wronskian of outward and inward solutions."""
    P1, Q1 = integrate([1e-10, r_match], kappa, binding)[:, :, -1]
    P2, Q2 = integrate([1.5, r_match], kappa, binding)[:, :, -1]
    size1, size2 = np.hypot(P1, Q1), np.hypot(P2, Q2)
    return (P1 / size1) * (Q2 / size2) - (Q1 / size1) * (P2 / size2)


def asymptotic_slope(kappa, binding, outward):
    """P'/P extrapolated to infinite r from its values at r = 1, 2, 4."""
    radii = [1e-10, 1, 2, 4] if outward else [6, 4, 2, 1]
    P, Q = integrate(radii, kappa, binding)[:, 0, :]
    slope = {}
    for r, p, q in zip(radii[1:], P, Q):
        coupling = (2 * c * c - binding + Z_gold / r) / c
        slope[r] = -kappa / r + coupling * q / p
    return (8 * slope[4] - 6 * slope[2] + slope[1]) / 3


# The window is set by Z^2/(2 x^2), x from 0.6 to 3.4: all levels with n <= 3.
window = Z_gold ** 2 / (2 * np.linspace(0.6, 3.4, 57) ** 2)
solved_levels = []
for kappa in (-1, 1, -2, 2):
    values = mismatch(kappa, window)
    found = []
    for i in range(len(window) - 1):
        if values[i] * values[i + 1] < 0:
            found.append(brentq(lambda b: mismatch(kappa, b)[0],
                                window[i + 1], window[i],
                                xtol=1e-8, rtol=1e-12))
    first = 0 if kappa < 0 else 1
    expected = list(range(first, 3 - abs(kappa) + 1))
    assert len(found) == len(expected)
    for n_r, B_solved in zip(expected, found):
        gamma, N, B = level(Z_gold, n_r, kappa)
        assert abs(B_solved / B - 1) < 1e-7
        decay = -asymptotic_slope(kappa, B_solved, outward=False)
        # the extrapolation in 1/r leaves an error of third order in 1/r
        assert abs(decay / (Z_gold / N) - 1) < 1e-4
        solved_levels.append((n_r, kappa, N, B, B_solved, decay))

# Away from a level the solution regular at the origin must grow.
for factor in (0.97, 1.03):
    B_off = factor * level(Z_gold, 1, -1)[2]
    growth = asymptotic_slope(-1, B_off, outward=True)
    assert abs(growth / math.sqrt(2 * B_off - (B_off / c) ** 2) - 1) < 1e-3


# ---- Series solution put back into the differential equations ----
def series_residual(kappa, binding, k_max):
    light, B = mp.mpf(c), mp.mpf(binding)
    zeta = Z_gold / light
    gamma = mp.sqrt(kappa ** 2 - zeta ** 2)
    lam = mp.sqrt(B * (2 * light ** 2 - B)) / light
    a = (2 * light ** 2 - B) / light
    nu = Z_gold * (light ** 2 - B) / (light ** 2 * lam)
    p, q = [mp.mpf(1)], [(gamma + kappa) / zeta]
    s = lam * p[0] + a * q[0]
    for k in range(1, k_max + 1):
        det = k * (k + 2 * gamma)
        p.append((k + gamma - kappa + zeta * lam / a) * s / det)
        q.append(((k + gamma + kappa) * lam / a - zeta) * s / det)
        s = 2 * lam * (k + gamma - nu) * s / det

    def radial(coefficients):
        return lambda r: (mp.exp(-lam * r) * r ** gamma
                          * mp.polyval(coefficients[::-1], r))

    P, Q = radial(p), radial(q)
    r = mp.mpf("0.017")
    error1 = (r * mp.diff(P, r) + kappa * P(r)
              - (r * (2 * light ** 2 - B) + Z_gold) / light * Q(r))
    error2 = (r * mp.diff(Q, r) - kappa * Q(r)
              + (Z_gold - r * B) / light * P(r))
    return (abs(error1) + abs(error2)) / (abs(P(r)) + abs(Q(r)))


for n_r, kappa in [(0, -1), (1, -1), (1, 1), (2, 1), (3, -2), (4, 2)]:
    B_exact = level(Z_gold, n_r, kappa, mp.mpf(c), mp.sqrt)[2]
    assert series_residual(kappa, B_exact, n_r) < 1e-15  # finite polynomial
for kappa in (-1, 1, 2):
    assert series_residual(kappa, 1000, 80) < 1e-15      # general energy


# ---- Rounding errors against the usual square-root energy formula ----
def reference_binding(Z, n_r, kappa):
    light = mp.mpf(c)
    zeta = Z / light
    gamma = mp.sqrt(kappa ** 2 - zeta ** 2)
    return light ** 2 - light ** 2 / mp.sqrt(1 + (zeta / (n_r + gamma)) ** 2)


def subtracted_binding(Z, n_r, kappa):
    gamma, N, _ = level(Z, n_r, kappa)
    return c * c - c * c * (n_r + gamma) / N


def relative_error(value, exact):
    return float(abs(mp.mpf(value) / exact - 1))


worst_stable = worst_subtracted = worst_shift = 0.0
number_of_states = 0
for Z in (1, 20, 79, 118, 137):
    for k in (1, 2, 5, 20):
        for n_r in (0, 1, 2, 10, 60):
            n = n_r + k
            exact = reference_binding(Z, n_r, -k)
            exact_shift = exact - mp.mpf(Z * Z) / (2 * n * n)
            _, N, B = level(Z, n_r, -k)
            assert n / math.sqrt(2) < N <= n and exact_shift > 0
            worst_stable = max(worst_stable, relative_error(B, exact))
            worst_subtracted = max(worst_subtracted, relative_error(
                subtracted_binding(Z, n_r, -k), exact))
            worst_shift = max(worst_shift, relative_error(
                relativistic_shift(Z, n_r, -k), exact_shift))
            if Z == 1:
                leading = (n / k - 0.75) / (2 * c * c * n ** 4)
                assert relative_error(leading, exact_shift) < 5e-4
            number_of_states += 1
assert worst_stable < 5e-15      # a few roundings of size 1e-16
assert worst_shift < 5e-15
assert worst_subtracted > 1e-9   # direct subtraction really loses digits

# ---- Printed numbers ----
print(f"speed of light c = {c:.6f} a.u.")
print(f"rest energy c^2 = {c * c:.4f} hartree")
print(f"gold ion: Z = {Z_gold}, Z/c = {Z_gold / c:.6f}")
for k in (1, 2):
    print(f"gamma for |kappa| = {k}: {level(Z_gold, 0, -k)[0]:.6f}")
print("gold ion levels (decay constants in 1/bohr, B in hartree):")
for n_r, kappa, N, B, B_solved, decay in solved_levels:
    print(f"n={n_r + abs(kappa)} kappa={kappa:+d} n_r={n_r}: "
          f"N={N:.6f} Z/N={Z_gold / N:.4f} B={B:.5f}")
    print(f"   integrated equations: decay={decay:.4f} B={B_solved:.5f}")
for n in (1, 2, 3):
    print(f"nonrelativistic Z^2/(2n^2), n={n}: "
          f"{Z_gold ** 2 / (2 * n * n):.5f} hartree")
gamma, N, B = level(Z_gold, 1, 1)
print(f"n=2 kappa=+1: n_r+gamma = {1 + gamma:.6f}")
print(f"n=2 kappa=+1: N+n_r+gamma = {N + 1 + gamma:.6f}")
print(f"n=2 kappa=+1: E = {c * c * (1 + gamma) / N:.5f} hartree")
B_ground = level(Z_gold, 0, -1)[2]
print(f"ground-state B = {B_ground * hartree_in_kev:.4f} keV")
print(f"n=2 kappa=+1: B = {B * hartree_in_kev:.4f} keV")
splitting = B - level(Z_gold, 0, -2)[2]
print(f"n=2 splitting, |kappa| 1 to 2: {splitting:.5f} hartree")
print(f"n=2 splitting, |kappa| 1 to 2: {splitting * hartree_in_kev:.4f} keV")

n_r, kappa, n = 49, -1, 50
exact = reference_binding(1, n_r, kappa)
exact_shift = exact - mp.mpf(1) / (2 * n * n)
stable = level(1, n_r, kappa)[2]
lossy = subtracted_binding(1, n_r, kappa)
shift = relativistic_shift(1, n_r, kappa)
lossy_shift = lossy - 1 / (2 * n * n)
print("rounding example: Z=1, n=50, kappa=-1, double precision")
print(f"spacing of doubles at c^2: {np.spacing(c * c):.3e} hartree")
print(f"B, 40-digit arithmetic: {mp.nstr(exact, 16)} hartree")
print(f"B, quotient formula: {stable:.15e} hartree")
print(f"B, subtraction c^2-E: {lossy:.15e} hartree")
print(f"relative error, quotient: {relative_error(stable, exact):.1e}")
print(f"relative error, subtraction: {relative_error(lossy, exact):.1e}")
print(f"shift, 40-digit arithmetic: {mp.nstr(exact_shift, 10)} hartree")
print(f"shift, positive-term formula: {shift:.9e} hartree")
print(f"shift, by subtraction: {lossy_shift:.9e} hartree")
print(f"relative error of subtracted shift: "
      f"{relative_error(lossy_shift, exact_shift):.1e}")
print(f"states in rounding survey: {number_of_states}")
print(f"worst relative error, quotient B: {worst_stable:.1e}")
print(f"worst relative error, subtracted B: {worst_subtracted:.1e}")
print(f"worst relative error, shift formula: {worst_shift:.1e}")
print("success")
```

It prints:

```
speed of light c = 137.035999 a.u.
rest energy c^2 = 18778.8651 hartree
gold ion: Z = 79, Z/c = 0.576491
gamma for |kappa| = 1: 0.817104
gamma for |kappa| = 2: 1.915113
gold ion levels (decay constants in 1/bohr, B in hartree):
n=1 kappa=-1 n_r=0: N=1.000000 Z/N=79.0000 B=3434.58677
   integrated equations: decay=79.0000 B=3434.58677
n=2 kappa=-1 n_r=1: N=1.906360 Z/N=41.4402 B=879.22953
   integrated equations: decay=41.4402 B=879.22953
n=3 kappa=-1 n_r=2: N=2.875485 Z/N=27.4736 B=381.27055
   integrated equations: decay=27.4727 B=381.27055
n=2 kappa=+1 n_r=1: N=1.906360 Z/N=41.4402 B=879.22953
   integrated equations: decay=41.4402 B=879.22953
n=3 kappa=+1 n_r=2: N=2.875485 Z/N=27.4736 B=381.27055
   integrated equations: decay=27.4730 B=381.27055
n=2 kappa=-2 n_r=0: N=2.000000 Z/N=39.5000 B=797.03955
   integrated equations: decay=39.5000 B=797.03955
n=3 kappa=-2 n_r=1: N=2.971570 Z/N=26.5853 B=356.77764
   integrated equations: decay=26.5845 B=356.77764
n=3 kappa=+2 n_r=1: N=2.971570 Z/N=26.5853 B=356.77764
   integrated equations: decay=26.5853 B=356.77764
nonrelativistic Z^2/(2n^2), n=1: 3120.50000 hartree
nonrelativistic Z^2/(2n^2), n=2: 780.12500 hartree
nonrelativistic Z^2/(2n^2), n=3: 346.72222 hartree
n=2 kappa=+1: n_r+gamma = 1.817104
n=2 kappa=+1: N+n_r+gamma = 3.723463
n=2 kappa=+1: E = 17899.63554 hartree
ground-state B = 93.4599 keV
n=2 kappa=+1: B = 23.9251 keV
n=2 splitting, |kappa| 1 to 2: 82.18998 hartree
n=2 splitting, |kappa| 1 to 2: 2.2365 keV
rounding example: Z=1, n=50, kappa=-1, double precision
spacing of doubles at c^2: 3.638e-12 hartree
B, 40-digit arithmetic: 0.0002000002098133357 hartree
B, quotient formula: 2.000002098133357e-04 hartree
B, subtraction c^2-E: 2.000002095883247e-04 hartree
relative error, quotient: 5.2e-17
relative error, subtraction: 1.1e-09
shift, 40-digit arithmetic: 2.098133357e-10 hartree
shift, positive-term formula: 2.098133357e-10 hartree
shift, by subtraction: 2.095883246e-10 hartree
relative error of subtracted shift: 1.1e-03
states in rounding survey: 100
worst relative error, quotient B: 3.4e-16
worst relative error, subtracted B: 2.6e-08
worst relative error, shift formula: 5.2e-16
success
```
